\section*{Scaled size distribution of irreversible point islands: simulation, binning and errors}

\section{The form fixed by counting}

Atoms land on a square lattice at a rate $F$ per site and hop at a total rate $h$ per monomer. Let $N_s$ be the number of islands of size $s\ge2$ per site. Time enters only through rates, so at fixed coverage $\theta$ on a large lattice, $N_s$ depends on $s$, $\theta$ and the dimensionless ratio $\rho=h/F$. Two sums have a direct meaning:
\begin{equation}
N=\sum_{s\ge2}N_s,\qquad \theta_{\rm isl}=\sum_{s\ge2}sN_s,\qquad S=\frac{\theta_{\rm isl}}{N}.
\end{equation}
They are the island density, the coverage held in islands and the mean island size.

Suppose that, when $S\gg1$, the mean size is the sole scale on which $N_s$ varies. Then $N_s=A\,f(s/S)$, and the normalization of $f$ may be chosen as $\int_0^\infty f\,du=1$. Replacing sums by integrals with $s=Su$, $ds=S\,du$, gives
\begin{align}
N&=AS\int_0^\infty f\,du=AS,\\
\theta_{\rm isl}&=AS^2\int_0^\infty uf\,du .
\end{align}
The first line gives $A=N/S=\theta_{\rm isl}/S^2$; the second then requires $\int uf\,du=1$. Hence
\begin{equation}
N_s=\frac{\theta_{\rm isl}}{S^2}\,f\!\left(\frac sS\right). \label{scaling}
\end{equation}
The prefactor follows from counting. That $f$ does not depend on $\rho$ or $\theta$ is a hypothesis about large $S$, to be examined numerically.

\section{Simulation at fixed coverage}

The lattice has $L\times L$ sites and periodic boundaries. Two atoms that meet on one site form an island. It never moves or breaks up, occupies one site whatever its size, and captures each atom that lands on it or hops onto it.

With $n_1$ monomers present, the total landing rate is $L^2F$ and the total hop rate is $n_1h$. For independent exponential waiting times, the probability that a given process comes first is its rate divided by the total:
\begin{equation}
P_{\rm land}=\frac{L^2F}{L^2F+n_1h}=\frac{L^2}{L^2+n_1\rho}.
\end{equation}
The waiting time itself is not needed, because a run stops at landing number $n$, where $\theta=n/L^2$. One step is as follows.
\begin{enumerate}
\item Draw $x$ uniformly from $[0,L^2+n_1\rho)$.
\item If $x<L^2$, an atom lands on site $\lfloor x\rfloor$. Otherwise set $j=\lfloor4(x-L^2)/\rho\rfloor$. Monomer $\lfloor j/4\rfloor$ leaves its site in direction $j\bmod4$.
\item If the target is empty, the atom becomes or remains a monomer there. If it holds a monomer, both leave the monomer list and an island with $s=2$ is created. If it holds an island, $s\to s+1$.
\end{enumerate}
Each rule conserves atoms, so every run obeys $n=n_1+\sum_s sC_s$, where $C_s$ counts its islands of size $s$.

\subsection{Limit without hopping}

For $h=0$ and a large lattice, the number of atoms on a site is Poisson distributed with mean $\theta$. Removing the empty and singly occupied sites gives
\begin{equation}
S=\frac{\theta-\theta e^{-\theta}}{1-e^{-\theta}-\theta e^{-\theta}} .
\end{equation}
For small $\theta$ the numerator tends to $\theta^2$ and the denominator to $\theta^2/2$, so $S\to2$: nearly all islands are pairs. A continuous scaling function has no meaning there.

\subsection{Exact moments on a small lattice}

With hopping, a small system can be solved without random numbers. Let the vector $p$ hold the probabilities of all configurations, and let $Q$ generate the hops, $\dot p=Qp$. The time to the next landing has density $ke^{-kt}$ with $k=L^2F$. Averaging the evolved vector over that time gives
\begin{equation}
p_{\rm before}=\int_0^\infty ke^{-kt}e^{Qt}p_{\rm after}\,dt
=k(k-Q)^{-1}p_{\rm after}.
\end{equation}
The integral converges because no eigenvalue of $Q$ has a positive real part. The next atom is then placed on each site with probability $1/L^2$.

For a $3\times3$ torus, five atoms and $\rho=20$, this gives an expected island number of 1.3200, $\langle\sum s\rangle=3.3047$ and $\langle\sum s^2\rangle=8.9262$, summed over islands. From 30\,000 simulated runs the values are $1.3215\pm0.0029$, $3.3120\pm0.0059$ and $8.9601\pm0.0243$. The differences are 0.5, 1.2 and 1.4 standard errors. This tests the event probabilities and the update rules together, through the second moment.

\section{Density from integer sizes}

From here on $C_s$ is pooled over all runs, $M=\sum C_s$ and $S=\sum sC_s/M$. Give each integer $s$ the cell $[s-\tfrac12,s+\tfrac12]$. A block $b$ of $w$ consecutive sizes with $B_b$ islands then has width $w/S$ in $u=s/S$. Its density is the fraction of islands divided by that width:
\begin{equation}
f_b=\frac{B_b/M}{w/S}=\frac{S\,B_b}{wM}. \label{density}
\end{equation}

If bins of fixed width $\Delta u$ are used instead, a bin contains an integer number $K$ of sizes, which varies from bin to bin. For a smooth density its island fraction is about $fK/S$. Division by $\Delta u$ gives
\begin{equation}
\frac{fK/S}{\Delta u}=f\,\frac{K}{S\Delta u},
\end{equation}
a false comb that more data do not remove. Division by $K/S$ removes it. For $S=11.7$ and $\Delta u=0.2$, $S\Delta u=2.34$; bins with $K=2$ and $K=3$ are multiplied by 0.85 and 1.28.

A known density, $g(u)=\tfrac{27}{2}u^2e^{-3u}$, integrated over the integer cells, tests this for $0.4\le u<2.4$. The largest relative error is 27.6\% with the nominal width and 1.8\% with the integer count. The remainder is curvature. Expanding $g$ about the cell centre and averaging over width $K/S$ removes the odd term and leaves a relative shift $(K/S)^2g''/(24g)$. In the first bin, sizes 5 to 7, $u=6/11.7=0.513$ and
\begin{equation}
\frac{g''}{g}=\frac2{u^2}-\frac{12}{u}+9\approx-6.8,
\end{equation}
so the shift is $(3/11.7)^2(-6.8)/24\approx-1.9\%$, in line with the error found.

\section{Moments of the histogram}

Let $p_b=B_b/M$ and let $c_b$ be the centre of block $b$ in atoms. The area is $\sum f_bw/S=\sum p_b=1$ for any $w$. The mean of $x$ over a uniform cell is $c_b$, and that of $x^2$ is
\begin{equation}
\frac1w\int_{c_b-w/2}^{c_b+w/2}x^2dx
=\frac{(c_b+\frac w2)^3-(c_b-\frac w2)^3}{3w}=c_b^2+\frac{w^2}{12}.
\end{equation}
The first two moments of the histogram are therefore
\begin{equation}
m_1=\frac1S\sum_bp_bc_b,\qquad
m_2=\frac1{S^2}\sum_bp_b\left(c_b^2+\frac{w^2}{12}\right).
\end{equation}
For $w=1$, $c_b=s$, and these become the identities
\begin{equation}
m_1=1,\qquad m_2=\frac{\langle s^2\rangle}{S^2}+\frac1{12S^2}. \label{exactm}
\end{equation}
They hold for any set of counts, however noisy, and so detect errors of binning and normalization, not errors of physics.

For $w>1$ write $c=s+e$, where $e$ runs in unit steps from $-(w-1)/2$ to $(w-1)/2$. With $p_s=C_s/M$,
\begin{equation}
\sum_sp_sc^2=\langle s^2\rangle+2\sum_sp_sse+\sum_sp_se^2 .
\end{equation}
If $p_s$ is smooth on the scale $w$, the last term is the mean square of $e$, which is $(w^2-1)/12$. In the middle term, expand $sp_s$ about the block centre, with $s=c-e$:
\begin{equation}
\sum_sp_sse\approx-\sum_b\left.\frac{d(sp_s)}{ds}\right|_{c_b}\sum_ee^2
\approx-\frac{w^2-1}{12}\int\frac{d(sp_s)}{ds}\,ds .
\end{equation}
Here $\sum_ee^2=w(w^2-1)/12$, and the factor $w$ turned the block sum into an integral. The integral vanishes if $sp_s$ is negligible at both ends. Adding the uniform-cell term gives
\begin{equation}
m_2-\frac{\langle s^2\rangle}{S^2}\approx\frac{1}{S^2}\left(\frac{w^2-1}{12}+\frac{w^2}{12}\right)=\frac{2w^2-1}{12S^2}. \label{sheppard}
\end{equation}
For the density $g$ above and $w=3$, grouping adds 0.6705 to $\langle s^2\rangle$, against $(w^2-1)/12=0.6667$.

\section{Errors from independent runs}

Islands in one run compete for the same $n$ atoms, so their sizes are not independent. The mean size also enters every bin. With $A=SM$ atoms in islands, (\ref{density}) reads $f_b=AB_b/(wM^2)$, and to first order
\begin{equation}
\frac{\delta f_b}{f_b}=\frac{\delta A}{A}+\frac{\delta B_b}{B_b}-2\frac{\delta M}{M}.
\end{equation}
The counting error $f_b/\sqrt{B_b}$ keeps the middle term alone and assumes Poisson statistics for it.

The independent unit is the run. Leave out run $r$ of $R$, recompute $S$ and all $f_b$ from the rest, and call the result $f_{(r)}$. The factor needed follows from a plain mean $\bar x$ of values $x_r$:
\begin{equation}
x_{(r)}-\bar x=\frac{R\bar x-x_r}{R-1}-\bar x=-\frac{x_r-\bar x}{R-1}.
\end{equation}
The variance of the mean is estimated by $\sum(x_r-\bar x)^2/[R(R-1)]$, which equals $\frac{R-1}{R}\sum(x_{(r)}-\bar x)^2$. A smooth function of totals is linear in small changes, so to that order
\begin{equation}
\sigma^2=\frac{R-1}{R}\sum_{r=1}^R\left(f_{(r)}-\bar f_{(\cdot)}\right)^2 ,
\end{equation}
where $\bar f_{(\cdot)}$ is the mean of the $f_{(r)}$. Block edges must stay fixed in $s$ while runs are left out; edges fixed in $u$ would make sizes jump between bins as $S$ changes. Errors of different blocks are in general correlated, since all $f_b$ contain the same $A$ and $M$ and the islands of a run compete for the same atoms. A fit needs their covariance, obtained by replacing the square by the product of two blocks' deviations.

The case without hopping allows a calibration. In each of 400 experiments, 20 runs throw 200 atoms on 100 sites. For the block of sizes 2 to 4, the estimates of $f_b$ scatter by 0.0056 between experiments. The root-mean-square run-based error is 0.0063, or 11\% larger, and the counting error is 0.027, more than four times either. For Gaussian estimates the scatter is itself known to about $1/\sqrt{2\times399}=3.5\%$, and the 11\% is a fluctuation of this one set, not a bias of the method: with 6000 experiments the scatter is 0.0062, equal to the run-based error within about 1\%.

\section{Worked example}

The parameters are rough typical values for Fe on Fe(100): hop barrier $E=0.45$ eV, attempt rate $\nu=10^{12}$ s$^{-1}$ per direction and lattice spacing 0.287 nm. The conditions are 280 K, 0.05 ML/s and $\theta=0.10$ ML. With $k_BT=0.02413$ eV,
\begin{equation}
h=4\nu e^{-E/k_BT}=3.18\times10^4\ {\rm s}^{-1},\qquad
\rho=\frac{3.18\times10^4}{0.05}=6.36\times10^5 .
\end{equation}
Thirty runs with $L=100$ and $n=1000$ leave 123 monomers and 2633 islands. The atom budget gives
\begin{equation}
S=\frac{30\times1000-123}{2633}=11.35\pm0.09 .
\end{equation}
The island density is $2633/(30\times10^4)=0.00878\pm0.00007$ per site, or $1.07\times10^{13}$ cm$^{-2}$. The variance of the island number per run is 0.17 of its mean. Poisson statistics would thus overstate the error of the density by $1/\sqrt{0.17}\approx2.4$.

For blocks of three sizes:
\begin{center}
\begin{tabular}{ccccc}
$s$ & $u$ & $f$ & run error & counting error\\
2--4 & 0.26 & 0.458 & 0.020 & 0.026\\
5--7 & 0.53 & 0.585 & 0.021 & 0.029\\
8--10 & 0.79 & 0.695 & 0.033 & 0.032\\
11--13 & 1.06 & 0.731 & 0.028 & 0.032\\
14--16 & 1.32 & 0.641 & 0.028 & 0.030\\
17--19 & 1.59 & 0.376 & 0.027 & 0.023\\
20--22 & 1.85 & 0.197 & 0.019 & 0.017\\
23--25 & 2.12 & 0.082 & 0.011 & 0.011
\end{tabular}
\end{center}
Twelve larger islands are not listed. The maximum lies near $u=1$, but the blocks at 0.79 and 1.06 differ by less than their combined error. Here the two kinds of error are similar, unlike in the calibration; the run errors themselves are uncertain by roughly $1/\sqrt{2\times29}=13\%$.

The directly summed second moment is $\langle s^2\rangle/S^2=1.234\pm0.005$. For $w=1$ the histogram satisfies (\ref{exactm}) to rounding. For $w=3$, $m_1=0.9992$ and $m_2=1.2392$. Subtracting the smooth estimate (\ref{sheppard}), 0.0110, gives 1.2282, which is 0.0054 below the direct value: the correction is about twice what these counts need. Sampling noise in the middle term $2\sum p_sse/S^2$ is of order
\begin{equation}
\frac{2}{S}\sqrt{\frac{2}{3}\,\frac{\langle s^2\rangle/S^2}{M}}\approx0.003
\end{equation}
if islands are treated as independent, so a miss of this size is not surprising. The direct sums $\sum sC_s$ and $\sum s^2C_s$ should be stored and quoted; (\ref{sheppard}) serves when just the grouped data survive.

\section{A mean-field limit, and what moments miss}

Let every island capture monomers at the same rate $\kappa hn$, where $n$ is now the monomer density and $\kappa$ a constant. Neglect direct landing on islands, the monomers used up in nucleation (a small share when $S\gg1$) and the initial transient. Landing then balances capture, $F=\kappa hnN$, and an island grows as
\begin{equation}
\frac{ds}{dt}=\kappa hn=\frac FN\quad\Rightarrow\quad\frac{ds}{d\theta}=\frac1N .
\end{equation}
Nucleation goes as $dN/dt\propto hn^2$. With $n=F/(\kappa hN)$ this is $N^2dN/d\theta\propto F/h$, so $N=a\theta^{1/3}$ with $a\propto\rho^{-1/3}$. An island born at coverage $\theta'$ has the size
\begin{equation}
s=\int_{\theta'}^{\theta}\frac{d\theta''}{a\theta''^{1/3}}=\frac{3}{2a}\left(\theta^{2/3}-\theta'^{2/3}\right).
\end{equation}
Since $S=\theta/N=\theta^{2/3}/a$, $u=\frac32[1-(\theta'/\theta)^{2/3}]$. The fraction of islands born before $\theta'$ is $y=(\theta'/\theta)^{1/3}$. These are the larger ones, so $u=\frac32(1-y^2)$ with $y$ uniform on $[0,1]$, and
\begin{equation}
f(u)=-\frac{dy}{du}=\frac13\left(1-\frac{2u}{3}\right)^{-1/2},\qquad 0<u<\tfrac32 .
\end{equation}
Its mean is $\frac32(1-\frac13)=1$ and its second moment is $\frac94(1-\frac23+\frac15)=1.2$.

That is within 3\% of the simulated 1.234, yet the limiting curve has a different shape: the mean-field density diverges at $u=3/2$ and vanishes beyond, where the simulation falls smoothly through $u\approx2$. A correct mean and a nearly correct second moment therefore do not certify a size distribution. The mean-field argument omits random arrivals and differences in capture between islands. Arrivals alone would spread the oldest islands by about $\sqrt{1.5S}/S\approx0.36$ in $u$. Most of the difference in shape comes from the finite $S$, not from the assumption of equal capture. Rate equations for integer sizes with the same size-independent capture rate, and $\kappa$ chosen to give $S=11.35$, yield 0.475, 0.550, 0.660, 0.744, 0.667, 0.426, 0.189 and 0.058 for the eight blocks, each within about two run errors of the table, and a second moment of 1.228. Data at this $S$ and with these errors say little about unequal capture.

With $\rho$ lowered eightfold at the same coverage and lattice, 12 runs give $S=6.53\pm0.07$ and $\langle s^2\rangle/S^2=1.229\pm0.005$. The second moment is unchanged within the error of these samples, but this is weak evidence for (\ref{scaling}). The finite-size rate equations give 1.224 and 1.228 at these two mean sizes although their limit is 1.2, and larger samples on a $50\times50$ lattice show a slow rise, $1.194\pm0.003$, $1.232\pm0.003$ and $1.247\pm0.004$ at $\rho/64$, $\rho/8$ and $\rho$. These sizes are not yet in the limit $S\gg1$. The mean size changes by a factor of 1.74, not by the factor $8^{1/3}=2$ that the mean-field argument gives in the limit of large $S$; at these sizes the rate equations give 1.80. On a $50\times50$ lattice, with $\rho$, $\theta$ and the number of runs held fixed, $S=11.35\pm0.15$; no effect of lattice size is resolved at the 1.5\% level.

\section{Distance from a real surface}

One assumption that clearly fails for Fe(100) is that an island occupies a single site whatever its size. In a second simulation each island covers about $s$ sites nearest its origin. Monomers stepping onto these sites join it, and atoms landing on top are taken in at once. At the same $\rho$, $\theta$ and $L$, 12 runs give a density of $0.0056\pm0.0001$ per site, 0.64 of the point-island value, with $S=17.7\pm0.3$ and $\langle s^2\rangle/S^2=1.29\pm0.02$. Some 4.7\% of the atoms land on islands. The point model thus overstates the density by more than half relative to this compact model, which still omits merging, second-layer nucleation and real island shapes. It also requires atoms to step onto the same site, whereas on a real surface they bind as neighbours; a lattice gas in which atoms stick on neighbour contact, without edge diffusion, gives $0.0047\pm0.0001$ per site, 0.54 of the point-island value.

Irreversibility is safer. For a rough dimer bond of 0.6 eV and six ways to separate, the break-up rate is $6\nu e^{-(0.45+0.6)/k_BT}\approx8\times10^{-7}$ s$^{-1}$, against a growth rate $F/N=5.7$ s$^{-1}$ per island. Dimer motion is less certain: if a dimer hops at the total rate $\nu e^{-E_2/k_BT}$, equating this to $F/N$ shows that it typically hops before it grows when its barrier $E_2$ is below about 0.62 eV. A modest error in the monomer barrier can matter as much as island area. An error of 0.05 eV changes $\rho$ by a factor of 7.9, nearly the eightfold change above, which moved the mean size by a factor of 1.7. The computed densities are therefore estimates for the stated parameters, not predictions for a given film. Further digits are in the numerical output.

\section*{Computed values}
\begin{verbatim}
3x3 torus, 5 atoms, h/F = 20, 30000 runs: exact | simulated +- error
  islands: 1.3200 | 1.3215 +- 0.0029
  sum s: 3.3047 | 3.3120 +- 0.0059
  sum s^2: 8.9262 | 8.9601 +- 0.0243
known density, S = 11.7, bin width 0.2: integers per bin [3, 2, 2, 3, 2, 2, 3, 2, 2, 3]
  largest error: divide by width 27.6 %, divide by integer count 1.8 %
  grouping by 3 adds to <s^2>: 0.6705, (w^2-1)/12 = 0.6667
error calibration, 400 experiments of 20 runs: true scatter 0.00562
  leave-one-run-out 0.00625, counting error 0.02681
inputs: barrier 0.45 eV, attempt rate 1e+12 1/s, spacing 0.287 nm
  T = 280 K, flux 0.05 ML/s, coverage 0.10 ML, dimer bond 0.6 eV
  kT = 0.02413 eV, total hop rate h = 3.180e+04 1/s, h/F = 6.360e+05
30 runs, 100x100 sites, 1000 atoms each: 2633 islands, 123 monomers left
  hops per atom 343
  island density 0.00878 +- 0.00007 per site = 1.07e+13 cm^-2
  mean size S = 11.347 +- 0.092 atoms
  <s^2>/S^2 = 1.2336 +- 0.0053
  variance/mean of island number per run 0.17
histogram w = 1: area 1.000000, first 1.000000, second 1.234259, less 0.000647 = 1.233612
histogram w = 3: area 1.000000, first 0.999197, second 1.239183, less 0.011003 = 1.228181
sizes | u = s/S | f | run error | counting error
  2-4 | 0.264 | 0.458 | 0.020 | 0.026
  5-7 | 0.529 | 0.585 | 0.021 | 0.029
  8-10 | 0.793 | 0.695 | 0.033 | 0.032
  11-13 | 1.058 | 0.731 | 0.028 | 0.032
  14-16 | 1.322 | 0.641 | 0.028 | 0.030
  17-19 | 1.586 | 0.376 | 0.027 | 0.023
  20-22 | 1.851 | 0.197 | 0.019 | 0.017
  23-25 | 2.115 | 0.082 | 0.011 | 0.011
  islands in blocks not listed: 12
50x50 lattice: S = 11.351 +- 0.147 atoms
h/F eight times lower (12 runs): S = 6.534 +- 0.069, <s^2>/S^2 = 1.2291 +- 0.0049
compact footprints (12 runs): density 0.00562 +- 0.00009 per site, ratio to point 0.641
  S = 17.73 +- 0.30, <s^2>/S^2 = 1.2892 +- 0.0165
  atoms landing on islands 4.7 %
growth rate per island F/N = 5.70 1/s, dimer break-up 7.6e-07 1/s
dimer hops before it grows if its barrier is below 0.625 eV
barrier error of 0.05 eV changes h/F by a factor 7.9
\end{verbatim}
